# Wagner's Integrated Diffusivity from the Thickness of a Narrow-Range Compound Layer, part 1

(Sections cited here and not found follow in the second part.)

## I. From the diffusion profile to an exact layer identity

### Result and conditions

Two alloys of the elements A and B are joined along a plane and annealed for a time \(t\). Between them grows one layer of a compound with a narrow range of composition. Let \(N\) be the mole fraction of B, \(N^-\) and \(N^+>N^-\) the compositions of the two alloys far from the layer, \(N_\beta\) the mean composition of the layer and \(\Delta x\) its thickness. The compound exists from \(N=N_1\) to \(N=N_2\), and its interdiffusion coefficient is \(\tilde D(N)\). Wagner's integrated diffusivity is

\[
D_{\rm int}=\int_{N_1}^{N_2}\tilde D(N)\,dN .
\tag{1}
\]

If the molar volume is constant and the two alloys carry no appreciable composition gradients, then, to leading order in the width \(\delta N=N_2-N_1\),

\[
D_{\rm int}\simeq f\,\frac{\Delta x^2}{2t},\qquad
f=\frac{(N_\beta-N^-)(N^+-N_\beta)}{N^+-N^-}.
\tag{2}
\]

Since \(N\) is dimensionless, \(D_{\rm int}\) has the unit of a diffusivity.

The condition on the alloys is essential. Thickness, time and the compositions of the layer and the two alloys suffice when a single layer grows between alloys that are already saturated, or in which diffusion is so slow that almost no profile develops. If B or A penetrates the alloys noticeably, the penetration profiles must be measured as well. The derivation below keeps them, so that the cost of neglecting them can be seen.

The integral is used because \(\tilde D\) itself is hard to obtain. Finding \(\tilde D\) at one composition requires the gradient \(\partial N/\partial x\) inside the layer. When \(N\) changes by a hundredth or less over the whole layer, that gradient may be lost in the scatter of the composition measurement. Integration over the layer removes it.

### Flux and conservation

The couple is planar, and each alloy is thick enough for its far end to keep its initial composition. The molar volume \(V_m\) has the same value everywhere. The concentration of B is then \(N/V_m\), that of A is \((1-N)/V_m\), and each element carries the volume \(V_m\) per mole.

Because mixing changes no volume, the remote ends do not move relative to each other. In the frame fixed to them no net volume crosses any plane, so the fluxes obey \(V_m(J_A+J_B)=0\). One flux \(J=J_B\) therefore describes the interdiffusion. The coefficient \(\tilde D\) is defined in this frame by

\[
J=-\frac{\tilde D(N)}{V_m}\frac{\partial N}{\partial x}.
\tag{3}
\]

The \(x\) axis points from the A-rich alloy to the B-rich one. Composition rises along it, so \(J\) is negative: B moves to the left.

Within any phase, conservation of B requires \(\partial(N/V_m)/\partial t=-\partial J/\partial x\). Inserting (3) and multiplying by \(V_m\) gives

\[
\frac{\partial N}{\partial t}=\frac{\partial}{\partial x}\left(\tilde D\,\frac{\partial N}{\partial x}\right).
\tag{4}
\]

At an interface \(x_i(t)\) the composition jumps from \(N_l\) on its left to \(N_r\) on its right. Relative to an interface moving with velocity \(\dot x_i\), the flux of B is \(J-\dot x_iN/V_m\). An interface of negligible thickness stores no B, so this relative flux has the same value on both sides:

\[
J_l-\frac{\dot x_iN_l}{V_m}=J_r-\frac{\dot x_iN_r}{V_m}
\quad\Longrightarrow\quad
(N_r-N_l)\,\dot x_i=V_m(J_r-J_l).
\tag{5}
\]

The two compositions at each interface are taken as those of local equilibrium between the adjoining phases. They are then constant at constant temperature and pressure. This means that growth is controlled by diffusion and not by the reaction at the interface.

### The similarity variable

At \(t=0\) the layer has no thickness and the composition is a step at \(x=0\). The initial state contains no length, and neither do the interface compositions. A solution can therefore depend on position and time through the single variable

\[
\lambda=\frac{x}{\sqrt t},\qquad N(x,t)=N(\lambda).
\tag{6}
\]

To see that (4) allows this, use the chain rule:

\[
\frac{\partial N}{\partial t}=-\frac{\lambda}{2t}\frac{dN}{d\lambda},
\qquad
\frac{\partial N}{\partial x}=\frac{1}{\sqrt t}\frac{dN}{d\lambda}.
\]

Each of the two derivatives with respect to \(x\) on the right of (4) gives a factor \(1/\sqrt t\). Hence \(1/t\) cancels from both sides. With

\[
q=\tilde D\,\frac{dN}{d\lambda}=-\sqrt t\,V_mJ
\tag{7}
\]

the diffusion equation becomes

\[
\frac{dq}{d\lambda}=-\frac{\lambda}{2}\frac{dN}{d\lambda}.
\tag{8}
\]

The interfaces must sit at fixed values \(\lambda_i\), so that \(x_i=\lambda_i\sqrt t\) and \(\dot x_i=\lambda_i/(2\sqrt t)\). Substituting this velocity and \(V_mJ=-q/\sqrt t\) into (5), and multiplying by \(\sqrt t\), gives

\[
q_r-q_l=-\frac{\lambda_i}{2}(N_r-N_l).
\tag{9}
\]

This is (8) in the form \(dq=-(\lambda/2)\,dN\), applied to a jump at fixed \(\lambda\). The relation \(dq=-(\lambda/2)\,dN\) therefore holds through the whole couple, across phases and interfaces alike. The layer thickness is \((\lambda_2-\lambda_1)\sqrt t\), where \(\lambda_1\) and \(\lambda_2\) mark its two faces. Parabolic growth follows from the absence of a length in the data.

### The flux without a reference plane

Let a star mark a chosen plane inside the layer. Far to the left the composition is uniform and \(q=0\). Adding up \(dq=-(\lambda/2)\,dN\) from there to the plane gives

\[
2q^*=-\int_{-\infty}^{\lambda^*}\lambda\,dN .
\]

Integrate by parts, using \(N-N^-\) as the function whose differential is \(dN\). The boundary term at \(-\infty\) vanishes because \(N-N^-\) falls to zero faster than \(1/|\lambda|\). The jumps are included, since a jump at \(\lambda_i\) contributes \(\lambda_i(N_r-N_l)\) to the integral. The result is

\[
2q^*=\int_{-\infty}^{\lambda^*}(N-N^-)\,d\lambda-\lambda^*(N^*-N^-).
\tag{10}
\]

From the plane to the far right, \(q\) changes from \(q^*\) to zero. Thus \(-q^*=-\tfrac12\int_{\lambda^*}^{\infty}\lambda\,dN\), or \(2q^*=\int_{\lambda^*}^{\infty}\lambda\,dN\). Here \(dN=-d(N^+-N)\), and integration by parts gives

\[
2q^*=\int_{\lambda^*}^{\infty}(N^+-N)\,d\lambda+\lambda^*(N^+-N^*).
\tag{11}
\]

Both expressions contain \(\lambda^*\), the distance from the original contact plane, which may not be visible after the anneal. It can be eliminated. Define

\[
\Delta N=N^+-N^-,\qquad Y=\frac{N-N^-}{\Delta N},
\tag{12}
\]

so that \(Y\) runs from 0 on the far left to 1 on the far right. Then \(N-N^-=\Delta N\,Y\) and \(N^+-N=\Delta N(1-Y)\). Multiply (10) by \(1-Y^*\), multiply (11) by \(Y^*\), and add. The weights sum to one, so the left side remains \(2q^*\). The terms with \(\lambda^*\) are

\[
-\lambda^*\Delta N\,Y^*(1-Y^*)+\lambda^*\Delta N\,(1-Y^*)Y^*=0 .
\]

What remains is

\[
2q^*=\Delta N\left[(1-Y^*)\int_{-\infty}^{\lambda^*}Y\,d\lambda
+Y^*\int_{\lambda^*}^{\infty}(1-Y)\,d\lambda\right].
\tag{13}
\]

To return to measured distances, use \(q=\sqrt t\,\tilde D\,\partial N/\partial x\) and \(d\lambda=dx/\sqrt t\). Dividing by \(2\sqrt t\), and dropping the star from the chosen plane \(x\), one finds

\[
\tilde D\frac{\partial N}{\partial x}
=\frac{\Delta N}{2t}\left[(1-Y)\int_{-\infty}^{x}Y\,ds
+Y\int_{x}^{\infty}(1-Y)\,ds\right].
\tag{14}
\]

Outside the integrals \(Y\) is taken at \(x\), and inside them at \(s\). The origin of \(x\) no longer matters, because only areas under the profile occur. If \(Y\) stays between 0 and 1, both terms are positive. With \(\tilde D>0\) the composition then rises steadily through the layer, a fact needed later.

The original contact plane can still be located. The right sides of (10) and (11) are equal. Dividing by \(\Delta N\) and collecting the terms with \(\lambda^*\), whose coefficients add to \((1-Y^*)+Y^*=1\), gives in terms of distance

\[
x=\int_{-\infty}^{x}Y\,ds-\int_x^\infty(1-Y)\,ds .
\tag{15}
\]

This holds for any plane \(x\) measured from the original contact plane.

### Integration over the layer

Let the faces of the layer be at \(x_1\) and \(x_2=x_1+\Delta x\). Integrate (14) between them. On the left side \((\partial N/\partial x)\,dx=dN\) at fixed time, and \(N\) runs from \(N_1\) to \(N_2\), so

\[
\int_{x_1}^{x_2}\tilde D\frac{\partial N}{\partial x}\,dx=\int_{N_1}^{N_2}\tilde D\,dN=D_{\rm int}.
\tag{16}
\]

The gradient has gone. For the right side, separate the areas outside the layer from those inside it. The outer areas are

\[
I_L=\int_{-\infty}^{x_1}Y\,dx,\qquad
I_R=\int_{x_2}^{\infty}(1-Y)\,dx .
\tag{17}
\]

They have the dimension of a length and measure how much B has entered the left alloy and how much A has entered the right one. With this separation,

\[
\frac{2t}{\Delta N}D_{\rm int}
=\int_{x_1}^{x_2}\bigl[(1-Y)I_L+Y I_R\bigr]dx+P+Q,
\tag{18}
\]

where

\[
P=\int_{x_1}^{x_2}\!dx\int_{x_1}^{x}\!ds\,[1-Y(x)]\,Y(s),\qquad
Q=\int_{x_1}^{x_2}\!dx\int_{x}^{x_2}\!ds\,Y(x)\,[1-Y(s)].
\]

Let \(\bar Y\) be the average of \(Y\) over the thickness of the layer. The first integral in (18) is \(\Delta x[(1-\bar Y)I_L+\bar YI_R]\), because \(I_L\) and \(I_R\) are constants.

The double integrals are equal. In \(Q\) exchange the names of \(x\) and \(s\). The integrand becomes \(Y(s)[1-Y(x)]\), and the region \(s>x\) becomes \(x>s\). These are the integrand and the region of \(P\). Hence \(P+Q=2P\).

To evaluate \(P\), write \(Y(x)=\bar Y+y(x)\). By definition of the average, \(\int y\,dx=0\) over the layer. The integrand expands to

\[
\bar Y(1-\bar Y)+(1-\bar Y)\,y(s)-\bar Y\,y(x)-y(s)\,y(x).
\tag{19}
\]

Let \(x_m=(x_1+x_2)/2\) be the centre of the layer and define the first moment

\[
M=\int_{x_1}^{x_2}(x-x_m)\,y(x)\,dx .
\tag{20}
\]

A constant may be added to the factor multiplying \(y\) without changing such an integral, because \(\int y\,dx=0\). The four terms of (19), integrated over the triangle \(x_1<s<x<x_2\), are then as follows.

The first multiplies the area of the triangle, \(\Delta x^2/2\).

In the second, \(x\) runs from \(s\) to \(x_2\) for each \(s\), so the integral of \(y(s)\) is \(\int(x_2-s)\,y(s)\,ds=-M\).

In the third, \(s\) runs from \(x_1\) to \(x\) for each \(x\), so the integral of \(y(x)\) is \(\int(x-x_1)\,y(x)\,dx=M\).

The fourth has an integrand symmetric in \(s\) and \(x\). Its integral over the triangle is half that over the full square, \(\tfrac12(\int y\,dx)^2=0\).

Twice the sum is

\[
2P=\bar Y(1-\bar Y)\Delta x^2-2(1-\bar Y)M-2\bar YM
=\bar Y(1-\bar Y)\Delta x^2-2M .
\]

Insertion into (18) gives

\[
D_{\rm int}=\frac{\Delta N}{2t}\Bigl\{\bar Y(1-\bar Y)\Delta x^2
+\Delta x\bigl[(1-\bar Y)I_L+\bar YI_R\bigr]-2M\Bigr\}.
\tag{21}
\]

Within the assumptions made so far this is an identity. The range of the compound has not yet been taken as narrow, and \(\tilde D\) may depend on composition in any way as long as it is positive.

## II. The narrow-range formula, its error and its use

### Quantities carried over

The mole fraction of B is \(N\), with values \(N^-\) and \(N^+\) far to the left and right, and \(\Delta N=N^+-N^-\). The scaled composition is \(Y=(N-N^-)/\Delta N\). The layer has thickness \(\Delta x\), range \(N_1\) to \(N_2\) of width \(\delta N\), and thickness averages \(N_\beta\) and \(\bar Y\). The lengths \(I_L\) and \(I_R\) of (17) measure penetration into the alloys, and \(M\) of (20) measures the slope of composition within the layer. The integrated diffusivity (1) obeys the identity (21). In the variable \(\lambda=x/\sqrt t\), the quantity \(q=\tilde D\,dN/d\lambda\) obeys \(dq=-(\lambda/2)\,dN\) throughout the couple.

This part has established the identity (21), which gives the integrated diffusivity from the composition profile at constant molar volume without assuming a narrow range. It remains to obtain the narrow-range formula (2) from it, to bound the error, and to examine the formula's use in worked examples and real couples.
